# How Source-Drain Tunnelling Grows When a Gate Shrinks by One Nanometre: a numerical check

```python
"""Source-drain tunnelling through a rectangular barrier.

Result under test: shortening a thick barrier by d multiplies the
transmission at fixed energy by exp(2*kappa*d), where
kappa = sqrt(2*m*phi)/hbar and phi = barrier top minus electron energy.
For phi = 0.3 eV, m = 0.19 m0, d = 1 nm this is about one decade.
Energies are in eV from the source band edge, lengths in nm.
The thermal current is that of one spin-degenerate subband with
an empty drain: I = (2e/h) * integral of T(E) f(E) dE.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

mass = 0.19             # transverse mass of silicon, units of m0
heavy_mass = 0.92       # rough longitudinal mass, units of m0
phi = 0.30              # barrier top above the source Fermi level
fermi = 0.05            # source Fermi level above the band edge
top = phi + fermi
long_gate, short_gate = 5.0, 4.0
shrink = long_gate - short_gate
drain_drop = 0.5        # drain band edge below source band edge
tilt = 0.10             # fall of a tilted barrier top
nonparabolicity = 0.5   # rough value, 1/eV
height_loss = 0.02      # illustrative loss of barrier height
# 2*m0/hbar^2 in 1/(eV nm^2)
unit_c = 2 * const.m_e * const.e / const.hbar**2 * 1e-18
c = unit_c * mass
kappa = np.sqrt(c * phi)


def transmission(energy, length, height=top):
    """Closed formula, valid below and above the barrier top."""
    u = c * (height - energy)
    s = np.sinh(np.sqrt(u + 0j) * length)**2 / u
    return 1 / (1 + height**2 * c * s.real / (4 * energy))


def integrated_transmission(energy, length, profile, exit_level=0.0):
    """Integrate the Schroedinger equation from drain to source."""
    k_in = np.sqrt(c * energy)
    k_out = np.sqrt(c * (energy - exit_level))

    def rhs(x, y):
        return [y[1], c * (profile(x, length) - energy) * y[0]]

    sol = solve_ivp(rhs, (length, 0.0), [1 + 0j, 1j * k_out],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, slope = sol.y[:, -1]
    incoming = (psi + slope / (1j * k_in)) / 2
    return k_out / k_in / abs(incoming)**2


def flat(x, length):
    return top


def rounded(x, length):
    return top * (1 - (2 * x / length - 1)**2)


def tilted(x, length):
    return top - tilt * x / length


def decades(profile, exit_level=0.0):
    t_short = integrated_transmission(
        fermi, short_gate, profile, exit_level)
    t_long = integrated_transmission(
        fermi, long_gate, profile, exit_level)
    return np.log10(t_short / t_long)


# Closed transmission formula against direct integration.
for energy in (0.05, 0.20, 0.45):
    for length in (1.0, short_gate, long_gate):
        direct = integrated_transmission(energy, length, flat)
        assert np.isclose(direct, transmission(energy, length),
                          rtol=1e-6)

# Thick-barrier form and the ratio; corrections are of order
# exp(-2*kappa*L), below 1e-4 for these lengths.
t_long = integrated_transmission(fermi, long_gate, flat)
t_short = integrated_transmission(fermi, short_gate, flat)
prefactor = 16 * fermi * phi / top**2
assert np.isclose(t_long, prefactor * np.exp(-2 * kappa * long_gate),
                  rtol=1e-3)
rise = np.exp(2 * kappa * shrink)
single_decades = 2 * kappa * shrink / np.log(10)
assert np.isclose(t_short / t_long, rise, rtol=1e-3)
assert 0.8 < np.log10(t_short / t_long) < 1.2

# A drain step changes the prefactor but not the length dependence.
t_step = integrated_transmission(fermi, long_gate, flat, -drain_drop)
step_decades = decades(flat, -drain_drop)
assert abs(t_step / t_long - 1) > 0.05
assert np.isclose(step_decades, single_decades, atol=1e-3)
rounded_decades = decades(rounded)
tilted_decades = decades(tilted, -drain_drop)
assert rounded_decades < single_decades
assert tilted_decades < single_decades

# Thermal currents, by the midpoint rule on each side of the top.
points = 20000
below = (np.arange(points) + 0.5) * top / points
above = top + (np.arange(points) + 0.5) / points
step_below, step_above = top / points, 1.0 / points
conductance = 2 * const.e**2 / const.h


def thermal_energy(temperature):
    return const.k * temperature / const.e


def currents(length, temperature):
    """Tunnelling and over-barrier currents in pA."""
    kt = thermal_energy(temperature)
    f_below = expit(-(below - fermi) / kt)
    f_above = expit(-(above - fermi) / kt)
    tunnel = np.sum(transmission(below, length) * f_below) * step_below
    over = np.sum(transmission(above, length) * f_above) * step_above
    return conductance * tunnel * 1e12, conductance * over * 1e12


tun_long, over_long = currents(long_gate, 300.0)
tun_short, over_short = currents(short_gate, 300.0)
warm_decades = np.log10(tun_short / tun_long)
total_decades = np.log10((tun_short + over_short)
                         / (tun_long + over_long))
cold_decades = np.log10(currents(short_gate, 77.0)[0]
                        / currents(long_gate, 77.0)[0])
assert warm_decades < single_decades
assert warm_decades < cold_decades

# Length dependence as the weighted average of 2*kappa(E), taken at
# the middle length; 3 percent covers the finite step in length and
# the energies close to the top, where the barrier is not thick.
kt_room = thermal_energy(300.0)
middle = (long_gate + short_gate) / 2
weight = transmission(below, middle) * expit(-(below - fermi) / kt_room)
mean_two_kappa = np.average(2 * np.sqrt(c * (top - below)),
                            weights=weight)
mean_energy = np.average(below, weights=weight)
mean_decades = mean_two_kappa * shrink / np.log(10)
assert np.isclose(mean_decades, warm_decades, rtol=0.03)
assert mean_energy > fermi

# Over-barrier current with unit transmission: formula and bound.
classical = conductance * kt_room * np.log1p(np.exp(-phi / kt_room)) * 1e12
f_room = expit(-(above - fermi) / kt_room)
summed = conductance * np.sum(f_room) * step_above * 1e12
assert np.isclose(classical, summed, rtol=1e-4)
assert over_long < classical and over_short < classical


def current_balance(length):
    tunnel, over = currents(length, 300.0)
    return np.log(tunnel / over)


crossover = brentq(current_balance, 3.0, 15.0)
total_ten_to_nine = sum(currents(9.0, 300.0)) / sum(currents(10.0, 300.0))
assert 0.7 < total_ten_to_nine < 1.5

# Heavy valleys at the same barrier height and energy.
heavy_kappa = np.sqrt(unit_c * heavy_mass * phi)
heavy_decades = 2 * heavy_kappa * shrink / np.log(10)
heavy_share = np.exp(-2 * (heavy_kappa - kappa) * long_gate)

# Nonparabolic decay constant against a two-band matrix with k = i*kappa.
np_kappa = kappa * np.sqrt(1 - nonparabolicity * phi)
gap = 1 / nonparabolicity
coupling = 1j * np_kappa * np.sqrt(gap / c)
levels = np.linalg.eigvals(np.array([[0, coupling], [coupling, -gap]]))
assert np.min(abs(levels + phi)) < 1e-9
np_decades = 2 * np_kappa * shrink / np.log(10)

lowered = transmission(fermi, short_gate, top - height_loss)
lowered_decades = np.log10(lowered / transmission(fermi, long_gate))
assert lowered_decades > single_decades

print(f"Effective mass: {mass:.2f} m0")
print(f"Barrier above Fermi level: {phi:.2f} eV")
print(f"Fermi level above source band edge: {fermi:.2f} eV")
print(f"Barrier top above source band edge: {top:.2f} eV")
print(f"Gate lengths: {long_gate:.1f} and {short_gate:.1f} nm")
print(f"2 m0/hbar^2: {unit_c:.4f} 1/(eV nm^2)")
print(f"Decay constant kappa: {kappa:.4f} 1/nm")
print(f"Exponent change 2 kappa dL: {2*kappa*shrink:.4f}")
print(f"Single-energy rise factor: {rise:.2f}")
print(f"Single-energy rise: {single_decades:.3f} decades")
print(f"Length per decade: {np.log(10)/(2*kappa):.3f} nm")
print(f"Thick-barrier prefactor: {prefactor:.3f}")
print(f"Integrated transmission, long gate: {t_long:.3e}")
print(f"Integrated transmission, short gate: {t_short:.3e}")
print(f"Integrated transmission ratio: {t_short/t_long:.2f}")
print(f"Thermal energy at 300 K: {kt_room:.5f} eV")
print(f"Tunnelling current, long gate, 300 K: {tun_long:.3f} pA")
print(f"Tunnelling current, short gate, 300 K: {tun_short:.3f} pA")
print(f"Over-barrier current, long gate, 300 K: {over_long:.3f} pA")
print(f"Over-barrier current, short gate, 300 K: {over_short:.3f} pA")
print(f"Over-barrier, unit transmission, 300 K: {classical:.3f} pA")
print(f"Tunnelling current rise, 300 K: {warm_decades:.3f} decades")
print(f"Tunnelling rise factor, 300 K: {tun_short/tun_long:.2f}")
print(f"Weighted-average estimate, 300 K: {mean_decades:.3f} decades")
print(f"Mean tunnelling energy at {middle:.1f} nm: {mean_energy:.3f} eV")
print(f"Total current rise, 300 K: {total_decades:.3f} decades")
print(f"Tunnelling current rise, 77 K: {cold_decades:.3f} decades")
print(f"Equal-current length, 300 K: {crossover:.2f} nm")
print(f"Total factor, 10 to 9 nm, 300 K: {total_ten_to_nine:.3f}")
print(f"Drain step: {drain_drop:.2f} eV")
print(f"Transmission factor from drain step: {t_step/t_long:.3f}")
print(f"Rise with drain step: {step_decades:.3f} decades")
print(f"Rise with rounded barrier: {rounded_decades:.3f} decades")
print(f"Fall of tilted top: {tilt:.2f} eV")
print(f"Rise with tilted top and step: {tilted_decades:.3f} decades")
print(f"Heavy valley mass: {heavy_mass:.2f} m0")
print(f"Heavy valley rise: {heavy_decades:.3f} decades")
print(f"Heavy/light exponential, long gate: {heavy_share:.2e}")
print(f"Nonparabolicity: {nonparabolicity:.2f} 1/eV")
print(f"Nonparabolic rise: {np_decades:.3f} decades")
print(f"Barrier height loss: {1000*height_loss:.0f} meV")
print(f"Rise including height loss: {lowered_decades:.3f} decades")
print("all assertions hold")
```

Printed output:

```
Effective mass: 0.19 m0
Barrier above Fermi level: 0.30 eV
Fermi level above source band edge: 0.05 eV
Barrier top above source band edge: 0.35 eV
Gate lengths: 5.0 and 4.0 nm
2 m0/hbar^2: 26.2468 1/(eV nm^2)
Decay constant kappa: 1.2231 1/nm
Exponent change 2 kappa dL: 2.4463
Single-energy rise factor: 11.55
Single-energy rise: 1.062 decades
Length per decade: 0.941 nm
Thick-barrier prefactor: 1.959
Integrated transmission, long gate: 9.551e-06
Integrated transmission, short gate: 1.103e-04
Integrated transmission ratio: 11.55
Thermal energy at 300 K: 0.02585 eV
Tunnelling current, long gate, 300 K: 74.017 pA
Tunnelling current, short gate, 300 K: 622.034 pA
Over-barrier current, long gate, 300 K: 5.492 pA
Over-barrier current, short gate, 300 K: 5.043 pA
Over-barrier, unit transmission, 300 K: 18.277 pA
Tunnelling current rise, 300 K: 0.924 decades
Tunnelling rise factor, 300 K: 8.40
Weighted-average estimate, 300 K: 0.926 decades
Mean tunnelling energy at 4.5 nm: 0.115 eV
Total current rise, 300 K: 0.897 decades
Tunnelling current rise, 77 K: 1.079 decades
Equal-current length, 300 K: 6.30 nm
Total factor, 10 to 9 nm, 300 K: 1.003
Drain step: 0.50 eV
Transmission factor from drain step: 1.366
Rise with drain step: 1.062 decades
Rise with rounded barrier: 0.766 decades
Fall of tilted top: 0.10 eV
Rise with tilted top and step: 0.970 decades
Heavy valley mass: 0.92 m0
Heavy valley rise: 2.338 decades
Heavy/light exponential, long gate: 4.20e-07
Nonparabolicity: 0.50 1/eV
Nonparabolic rise: 0.979 decades
Barrier height loss: 20 meV
Rise including height loss: 1.228 decades
all assertions hold
```
